# How precisely a finite record gives a trap's mean occupancy

A record of random telegraph noise lasts 10 s and is sampled every 0.1 ms, which gives 100000 readings of whether an oxide trap is filled. If the readings are treated as independent, the filled fraction, here about one quarter, appears to have a standard deviation of 0.0014. For the trap treated below the true value is 0.017, twelve times larger. A difference of 0.02 between two such records would then pass for a shift of the trap level at ten standard errors, although it is less than one. The readings are not independent, because the trap stays in one state for many sampling intervals. What counts is the record length measured in correlation times.

## Setting and assumptions

Let $n(t)=1$ when the trap is filled and $n(t)=0$ when it is empty. The quantity taken from a record of length $T$ is

$$m=\frac1T\int_0^T n(t)\,dt .$$

The assumptions are these.

1. Empty dwell times are exponentially distributed with mean $\tau_c$, the capture time. Filled dwell times are exponentially distributed with mean $\tau_e$, the emission time. All dwell times are independent.
2. Bias and temperature are constant, so $\tau_c$ and $\tau_e$ are constant.
3. The record starts at a moment unrelated to the switching, long after the trap was last disturbed. The process is then stationary.
4. The state is read continuously and without error.

An exponential dwell time has no memory: an empty trap is filled during the next $dt$ with probability $dt/\tau_c$, however long it has been empty. Likewise a filled trap empties with probability $dt/\tau_e$. Define

$$f=\frac{\tau_e}{\tau_c+\tau_e},\qquad \frac1\tau=\frac1{\tau_c}+\frac1{\tau_e}.$$

## Theorem

Under assumptions 1 to 4 the mean of $m$ is $f$, and its variance over repeated records is

$$\mathrm{Var}\,m=f(1-f)\,\frac{2\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right].\tag{1}$$

For $T\gg\tau$,

$$\frac{\mathrm{Var}\,m}{f(1-f)}\to\frac{2\tau}{T}.\tag{2}$$

Twice the correlation time over the record length is thus the variance of the average relative to the instantaneous variance $f(1-f)$. The proof uses three lemmas.

## Lemma 1: relaxation of the occupancy

*The probability $p(t)$ that the trap is filled obeys $p(t)=f+[p(0)-f]\,e^{-t/\tau}$.*

*Proof.* Captures raise $p$ at the rate $(1-p)/\tau_c$ and emissions lower it at the rate $p/\tau_e$. Hence

$$\frac{dp}{dt}=\frac{1-p}{\tau_c}-\frac{p}{\tau_e}=\frac1{\tau_c}-\frac p\tau .$$

The right side vanishes at $p=\tau/\tau_c=\tau_e/(\tau_c+\tau_e)=f$. Replacing $1/\tau_c$ by $f/\tau$ gives $d(p-f)/dt=-(p-f)/\tau$, whose solution is the one stated. ∎

Both processes help to erase the memory of the initial state, so their rates add. The time $\tau$ is therefore shorter than either mean dwell time.

## Lemma 2: autocovariance

*In the stationary state, $C(t)=\langle n(s)n(s+t)\rangle-f^2=f(1-f)\,e^{-|t|/\tau}$.*

*Proof.* Take $t\ge0$. The product $n(s)n(s+t)$ equals 1 if the trap is filled at both times and 0 otherwise. Its mean is the probability $f$ of being filled at $s$, times the probability of being filled a time $t$ later, given by Lemma 1 with $p(0)=1$:

$$\langle n(s)n(s+t)\rangle=f\left[f+(1-f)e^{-t/\tau}\right].$$

Subtracting $f^2$ gives the result. For negative lags, exchanging the two factors and using stationarity gives $C(-t)=C(t)$. ∎

At zero lag this is the variance of a single reading, $f(1-f)$. The correlation time is defined here as

$$\tau_{\rm int}=\int_0^\infty\frac{C(t)}{C(0)}\,dt ,\tag{3}$$

which equals $\tau$ for the two-state trap.

## Lemma 3: from autocovariance to variance

*For any stationary process with autocovariance $C$,*

$$\mathrm{Var}\,m=\frac2T\int_0^T\left(1-\frac tT\right)C(t)\,dt .\tag{4}$$

*Proof.* Writing the square of $m-\langle m\rangle$ as a double integral gives

$$\mathrm{Var}\,m=\frac1{T^2}\int_0^T\!\!\int_0^T C(t_2-t_1)\,dt_1\,dt_2 .$$

Since $C$ is even, the region $t_2>t_1$ contributes half. There, set $t=t_2-t_1$. For a given lag $t$ the earlier time $t_1$ runs from 0 to $T-t$, so this lag occurs with weight $T-t$. Therefore $\mathrm{Var}\,m=(2/T^2)\int_0^T(T-t)C(t)\,dt$, which is (4). ∎

## Proof of the theorem

The mean of $m$ is the time average of the constant $f$. For the variance, put $E=e^{-T/\tau}$. The two integrals needed in (4) are

$$\int_0^T e^{-t/\tau}dt=\tau(1-E),$$

$$\int_0^T t\,e^{-t/\tau}dt=\left[-\tau t\,e^{-t/\tau}\right]_0^T+\tau\int_0^Te^{-t/\tau}dt=-\tau TE+\tau^2(1-E).$$

The second follows by integration by parts. Dividing it by $T$ and subtracting it from the first gives

$$\tau(1-E)+\tau E-\frac{\tau^2}{T}(1-E)=\tau-\frac{\tau^2}{T}(1-E).$$

Multiplication by $2f(1-f)/T$ yields (1). As $T/\tau$ grows, the bracket in (1) tends to 1, which is (2). ∎

## Long and short records

Comparing (2) with the variance $f(1-f)/N$ of $N$ independent readings shows that a long record is worth

$$N_{\rm eff}=\frac{T}{2\tau}$$

independent readings. The factor two arises because each moment is correlated with both its past and its future.

The long-record law overestimates the variance. The excess is a fraction $(\tau/T)(1-e^{-T/\tau})$ of the law itself, hence less than $\tau/T$. At $T=10\tau$ the ratio $\mathrm{Var}\,m/[f(1-f)]$ is 0.180, against 0.200 from the law. At $T=100\tau$ the values are 0.0198 and 0.0200.

For a short record let $x=T/\tau$ and write (1) as

$$\frac{\mathrm{Var}\,m}{f(1-f)}=\frac{2}{x^2}\left(x-1+e^{-x}\right).$$

With $e^{-x}=1-x+x^2/2-x^3/6+\dots$, the constant and linear terms cancel and

$$\frac{\mathrm{Var}\,m}{f(1-f)}=1-\frac{T}{3\tau}+\dots\qquad(T\ll\tau).$$

Most such records contain no switching event, so $m$ is usually 0 or 1 and scatters almost as much as a single reading. Law (2) cannot be used here: at $T=\tau$ it gives 2.0, whereas the true ratio is 0.74. A ratio above 1 is impossible, because $0\le m\le1$ implies $m^2\le m$ and hence $\mathrm{Var}\,m\le f-f^2$.

## Proposition 1: a record that starts in a known state

A record triggered by a switching event violates assumption 3. *If $n(0)=s$, the mean of $m$ is $f+(s-f)(\tau/T)(1-e^{-T/\tau})$, and the variance differs from its leading stationary form by terms of order $(\tau/T)^2$.*

*Proof.* The mean is the time average of $q(t)=f+(s-f)e^{-t/\tau}$ from Lemma 1. For the covariance take $t_1<t_2$, and let $q_1,q_2$ be the values of $q$ at these times and $u=e^{-(t_2-t_1)/\tau}$. Then $\langle n(t_1)n(t_2)\rangle=q_1[f+(1-f)u]$ and $q_2=f+(q_1-f)u$, so the covariance is

$$q_1[f+(1-f)u]-q_1[f+(q_1-f)u]=q_1(1-q_1)\,u .$$

In the stationary case $q_1(1-q_1)$ is replaced by $f(1-f)$. The difference is

$$q_1(1-q_1)-f(1-f)=(q_1-f)(1-q_1-f),$$

whose magnitude is at most $e^{-t_1/\tau}$. The two variances therefore differ by at most

$$\frac2{T^2}\int_0^\infty e^{-t_1/\tau}dt_1\int_0^\infty e^{-t/\tau}dt=\frac{2\tau^2}{T^2}.\qquad∎$$

The start is forgotten after a few $\tau$, so the leading law (2) survives.

## Proposition 2: sampling at intervals

Let $m$ be the mean of $N$ readings at spacing $\Delta$, with $T=N\Delta$. *For $T\gg\tau$ and $\Delta\ll\tau$, sampling raises the variance by the fraction $\Delta^2/(12\tau^2)$ of its continuous-record value.*

*Proof.* Let $r=e^{-\Delta/\tau}$. Among the $N^2$ ordered pairs of readings, $N$ have zero lag and $2(N-k)$ have lag $k\Delta$, so

$$\mathrm{Var}\,m=\frac{f(1-f)}{N}\left[1+2\sum_{k=1}^{N-1}\left(1-\frac kN\right)r^k\right].$$

The term $k/N$ lowers the variance by a fraction close to $\tau/T$, just as the bracket in (1) does for a continuous record. In the comparison the two corrections cancel, except for a remainder smaller than the stated result by a factor of order $\tau/T$. For a long record both can therefore be left out, and the bracket becomes

$$1+\frac{2r}{1-r}=\frac{1+r}{1-r}=\coth\frac{\Delta}{2\tau}.$$

With $\coth y=1/y+y/3+\dots$ and $y=\Delta/2\tau$, this is $(2\tau/\Delta)[1+\Delta^2/(12\tau^2)+\dots]$. Using $N\Delta=T$ completes the proof. ∎

Once $\Delta$ is well below $\tau$, faster sampling adds readings but almost no information about $f$. In the opposite case $\Delta\gg\tau$, the hyperbolic cotangent tends to 1 and the readings are independent.

## Proposition 3: counting cycles

The long-record law also follows without the autocovariance, in a form that admits other dwell-time distributions. *Let all filled and empty dwell times be independent of one another, with means $\tau_e,\tau_c$, variances $\sigma_e^2,\sigma_c^2$ and finite third moments. Then, to leading order in $1/T$,*

$$\mathrm{Var}\,m=\frac{(1-f)^2\sigma_e^2+f^2\sigma_c^2}{(\tau_c+\tau_e)\,T}.\tag{5}$$

*Proof.* Start at the beginning of a cycle, which consists of a filled time $a$ and an empty time $b$. The cycle contributes $y=(1-f)a-fb$ to $\int(n-f)\,dt=T(m-f)$. Its mean is zero, because $(1-f)\tau_e=f\tau_c$. Its variance is the numerator of (5).

Let cycle $K$ be the first to end after $T$. Whether cycle $k$ is needed, that is, whether $K\ge k$, is decided by the earlier cycles and is independent of $y_k$. In the mean square of $\sum_{k\le K}y_k$, each cross term therefore contains an independent factor of mean zero and vanishes. The squares add up to $\langle K\rangle\mathrm{Var}\,y$. By the same independence the mean total length is $\langle K\rangle(\tau_c+\tau_e)$. It exceeds $T$ by an overshoot whose mean stays bounded, so $\langle K\rangle\approx T/(\tau_c+\tau_e)$. The part of the last cycle beyond $T$ has a bounded mean square and does not affect the leading order. Division by $T^2$ gives (5). ∎

For exponential dwell times $\sigma_e=\tau_e$ and $\sigma_c=\tau_c$. Since $(1-f)\tau_e=f\tau_c=\tau$, the numerator is $2\tau^2$. With $f(1-f)=\tau/(\tau_c+\tau_e)$, equation (5) becomes $2f(1-f)\tau/T$, as in (2). The factor two is now the sum of equal contributions from the scatter of filled and of empty times.

## Remark: other correlation functions

If $\int_0^\infty|C|\,dt$ is finite, the weight $1-t/T$ in (4) tends to 1 wherever $C$ matters, and

$$\mathrm{Var}\,m\to C(0)\,\frac{2\tau_{\rm int}}{T}.$$

A trap with more than two states thus keeps the law, with the integral (3) in place of a single decay time. The law fails if correlations decay too slowly. For a tail $C(t)=At^{-a}$ with $0<a<1$, equation (4) gives

$$\mathrm{Var}\,m\simeq\frac{2A}{T^a}\left(\frac1{1-a}-\frac1{2-a}\right)=\frac{2A}{(1-a)(2-a)\,T^a},$$

which falls more slowly than $1/T$.

## Worked example

Take $\tau_c=30$ ms, $\tau_e=10$ ms and $T=10$ s. Then

$$f=\frac{10}{40}=0.25,\qquad \tau=\frac{30\times10}{40}=7.5\ \text{ms},\qquad f(1-f)=0.1875 .$$

The long-record law gives $0.1875\times15/10000=2.813\times10^{-4}$, and the full formula gives $2.810\times10^{-4}$. The standard deviation is 0.0168, or 6.7% of $f$. The record is worth $10000/15\approx667$ independent readings. Sampling every 0.1 ms raises the variance by a fraction of only $1.5\times10^{-5}$. Starting at a capture event shifts the mean by $0.75\times7.5/10000=5.6\times10^{-4}$, far below the standard deviation.

For a relative standard deviation $\varepsilon$, set $2f(1-f)\tau/T=f^2\varepsilon^2$. This gives

$$T=\frac{2\tau(1-f)}{f\varepsilon^2}=\frac{15\ \text{ms}\times3}{10^{-4}}=450\ \text{s}$$

for $\varepsilon=1\%$. The standard deviation is then 0.0025, and small systematic shifts begin to matter.

**Gate voltage.** In equilibrium $f/(1-f)=\tau_e/\tau_c$, and differentiation gives $\delta f=f(1-f)\,\delta\ln(\tau_e/\tau_c)$. Suppose that a quarter of a gate-voltage change appears between the trap level and the channel Fermi level. In equilibrium the ratio $\tau_e/\tau_c$ is proportional to the Boltzmann factor of the trap level measured from the Fermi level. At 300 K, where $k_BT_{\rm abs}=25.85$ meV with $T_{\rm abs}$ the temperature, an offset of 1 mV changes the logarithm by $0.25/25.85$. The shift of $f$ is 0.0018.

**Temperature.** Let the filled state have an enthalpy $H=0.2$ eV above the empty one, so that $\tau_c/\tau_e\propto e^{H/k_BT_{\rm abs}}$. With $\tau_c/\tau_e=3$ the free-energy difference is only $k_BT_{\rm abs}\ln3\approx28$ meV, so this enthalpy presumes an entropy difference of about $6.6\,k_B$ in the prefactor, taken here as independent of temperature. An offset of 0.1 K changes $\ln(\tau_e/\tau_c)$ by $(200/25.85)(0.1/300)$, which shifts $f$ by 0.0005.

**Misread samples.** Let the current step be six times the rms amplifier noise, taken as Gaussian, with the threshold halfway. A sample is misread when the noise exceeds three standard deviations in one direction, with probability $w=0.00135$. Misread empty samples add $w(1-f)$ to the measured occupancy and misread filled ones remove $wf$. The shift is $w(1-2f)=0.0007$.

All three are small beside 0.0168. In the 450 s record, however, the gate offset alone amounts to about 70% of the standard deviation. A longer record does not remove a constant offset.

**An inactive state.** Let the empty trap enter a second empty state, from which it cannot capture, after 500 ms of active empty time on average, and let it stay there for 100 ms on average. Both times are exponential. The active empty time before a capture still has mean 30 ms, and it is interrupted on average $30/500=0.06$ times. The mean empty time becomes $30+0.06\times100=36$ ms, and $f=10/46=0.217$.

The variance of the empty time has two parts. At a given active time $A$ the mean total is $1.2A$, whose variance is $36^2=1296$ ms². The random number and length of the interruptions add $0.06\times2\times100^2=1200$ ms², since a Poisson number of stays contributes its mean times the mean square stay. Equation (5) then gives

$$\mathrm{Var}\,m\approx\frac{0.783^2\times100+0.217^2\times2496}{46\times10000}\approx3.9\times10^{-4}.$$

Numerical exponentiation of the three-state rate matrix gives $3.88\times10^{-4}$ for the 10 s record. Without the inactive state the variance was $2.81\times10^{-4}$, so the inactive state raises it by 38%. Rare but long interruptions raise the variance of the empty time from $30^2=900$ ms² to 2496 ms², although they occupy only 13% of the record.

## Relation to real devices

The parameters are illustrative values for an oxide trap in a small-area transistor near room temperature. Dwell times differ by many decades from trap to trap and also depend on gate voltage, so 450 s is not a general requirement. The lever arm, enthalpy and noise ratio are likewise rough values, and 1 mV is a large offset for a good voltage source. Some real traps have metastable states and violate the two-state assumption; for the rates chosen above this raises the standard deviation from 0.0168 to 0.0197. In such a case a single decay time is not enough. The long-record variance then follows from the integral (3) over the whole autocovariance or, if all dwell times are independent of one another, from the means and variances of the filled and empty times through (5). Either way, the law holds once the record is much longer than the slowest decay. Estimating its inputs from measured data asks for more: the data must also contain many of the rare long interruptions. In the example above the slowest decay time is 87 ms, but the interruptions are on average $46/0.06\approx767$ ms apart, so a 10 s record contains only about 13 of them. Equation (5) with the true moments is then accurate to better than 1%, but moments estimated from one such record scatter widely.

Numbers in the example were calculated in double precision.
